# How the Si–O–Si Angle Couples Oxygen p Orbitals to Silicon Hybrids

Suppose that a bridging oxygen in silica is described by two equivalent p orbitals, one for each Si–O bond. The two bonding levels then coincide. In the model worked out below they would both lie 4.8 eV below the oxygen p level. That picture holds at a bridge angle of 90°. At 144°, with the same parameters, the levels lie 7.3 eV and 1.3 eV below it, and a third p level is not shifted at all. Without the angular dependence of the couplings, one misplaces the upper occupied levels and cannot say how they respond when the angle varies through an amorphous network.

## The bridge and its orbitals

Put the oxygen nucleus at the origin and let \(\theta\) be the Si–O–Si angle. The z axis bisects this angle on the silicon side, x lies in the Si–O–Si plane, and y is normal to the plane. The unit vectors from oxygen to the two silicon atoms are

\[
\mathbf d_1=(s,0,c),\qquad \mathbf d_2=(-s,0,c),
\]
\[
c=\cos(\theta/2),\qquad s=\sin(\theta/2).
\]

Each silicon carries one hybrid, \(h_1\) or \(h_2\), which points at the oxygen and is axially symmetric about its bond. All orbitals are real. Orbitals on different atoms are first taken as orthogonal; overlap is restored later.

The result to be shown is

\[
\langle p_z|H|h_{1,2}\rangle=Vc,\quad
\langle p_x|H|h_{1,2}\rangle=\pm Vs,\quad
\langle p_y|H|h_{1,2}\rangle=0. \tag{1}
\]

Here \(V\) is the coupling of a hybrid to an oxygen p orbital whose positive lobe points at that silicon. The word "nonbonding" for \(p_y\) therefore refers to the two bridge hybrids. Other silicon orbitals can still couple to it, as discussed below.

## First derivation: turning the p orbital

A p orbital along a unit vector \(\mathbf a\) has the form \(p_a=f(r)\,\mathbf a\cdot\mathbf r\), so it is linear in \(\mathbf a\). For one bond direction \(\mathbf d\), split the vector into parts along and across the bond:

\[
\mathbf a=(\mathbf a\cdot\mathbf d)\,\mathbf d+\mathbf a_\perp,
\qquad \mathbf a_\perp\cdot\mathbf d=0.
\]

Linearity gives the same split for the orbital,

\[
p_a=(\mathbf a\cdot\mathbf d)\,p_\sigma+|\mathbf a_\perp|\,p_\pi ,
\]

where \(p_\sigma\) points along the bond and \(p_\pi\) across it.

Now make the two-centre approximation: the Hamiltonian that couples oxygen to one silicon contains the kinetic energy and the potentials of those two atoms alone. It is then axially symmetric about the bond. Consider the mirror plane that contains the bond and is normal to \(\mathbf a_\perp\). The hybrid and the Hamiltonian are even under this reflection, while \(p_\pi\) is odd. Hence \(\langle p_\pi|H|h\rangle\) equals its own negative and vanishes. What remains is

\[
\langle p_a|H|h_i\rangle=V\,\mathbf a\cdot\mathbf d_i,
\qquad V=\langle p_\sigma|H|h_i\rangle. \tag{2}
\]

Inserting the unit vectors along z, x and y gives \(\mathbf a\cdot\mathbf d_{1,2}=c\), \(\pm s\) and 0, which is equation (1).

The opposite signs for \(p_x\) suggest the normalized combinations

\[
h_\pm=(h_1\pm h_2)/\sqrt2 .
\]

For \(p_z\), the two equal terms add in \(h_+\) and cancel in \(h_-\):

\[
\langle p_z|H|h_+\rangle=\frac{Vc+Vc}{\sqrt2}=\sqrt2\,Vc,
\qquad \langle p_z|H|h_-\rangle=0.
\]

For \(p_x\), the roles are reversed:

\[
\langle p_x|H|h_-\rangle=\frac{Vs-(-Vs)}{\sqrt2}=\sqrt2\,Vs,
\qquad \langle p_x|H|h_+\rangle=0.
\]

## Second derivation: symmetry first, lengths afterwards

This route starts from the whole bridge and asks what its symmetry allows before any two-centre approximation is made. Collect the three couplings of each hybrid into a vector

\[
\mathbf W_i=\big(\langle p_x|H|h_i\rangle,\langle p_y|H|h_i\rangle,
\langle p_z|H|h_i\rangle\big).
\]

Assume that the two bonds are equivalent and that \(H\) is unchanged by the reflections \(y\to-y\) and \(x\to-x\). The first leaves both hybrids unchanged and reverses \(p_y\), so the y components vanish. The second exchanges \(h_1\) and \(h_2\), reverses \(p_x\) and preserves \(p_z\). Therefore

\[
\mathbf W_1=(A_x,0,A_z),\qquad \mathbf W_2=(-A_x,0,A_z). \tag{3}
\]

The pairing of \(p_z\) with \(h_+\) and of \(p_x\) with \(h_-\) is already settled, with couplings \(\sqrt2A_z\) and \(\sqrt2A_x\). The potential of the third atom is included. Symmetry does not fix the sizes \(A_x\) and \(A_z\).

To find them, now adopt the two-centre approximation and write the coupling as an integral. The function \(G_i=Hh_i\) is axially symmetric about \(\mathbf d_i\), and

\[
\mathbf W_i=\int f(r)\,\mathbf r\,G_i(\mathbf r)\,d^3r .
\]

Integration over the azimuth about \(\mathbf d_i\) removes the part of \(\mathbf r\) perpendicular to the bond. The integral is thus a vector along the bond, \(\mathbf W_i=V\mathbf d_i\), with

\[
V=\int f(r)\,(\mathbf r\cdot\mathbf d_i)\,G_i(\mathbf r)\,d^3r .
\]

Two scalar products now suffice. Equation (3) supplies the left-hand sides, and the angle between the bonds supplies the right-hand sides:

\[
A_z^2+A_x^2=\mathbf W_1\cdot\mathbf W_1=V^2,
\]
\[
A_z^2-A_x^2=\mathbf W_1\cdot\mathbf W_2=V^2\cos\theta .
\]

Half the sum and half the difference are

\[
A_z^2=V^2\frac{1+\cos\theta}{2}=V^2c^2,
\qquad
A_x^2=V^2\frac{1-\cos\theta}{2}=V^2s^2 .
\]

Both \(\mathbf d_1\cdot\hat{\mathbf z}\) and \(\mathbf d_1\cdot\hat{\mathbf x}\) are positive, so \(A_z\) and \(A_x\) carry the sign of \(V\). This recovers equation (1). The half angle enters because the bisector, to which the symmetry orbitals are tied, makes an angle \(\theta/2\) with each bond.

## What each derivation assumes

The first derivation treats each bond separately. It needs axial symmetry about each bond, but no symmetry between the bonds. If their strengths are \(V_1\) and \(V_2\), the couplings become \(V_i\,\mathbf a\cdot\mathbf d_i\). The zero for \(p_y\) remains, but \(p_z\) also couples to \(h_-\), with strength \((V_1-V_2)c/\sqrt2\). The x and z pairs then mix. Because \(p_x\) and \(p_z\) have the same level, as do the two hybrids, two independent pairs can still be formed, but in a bent bridge their p orbitals are rotated away from the x and z axes.

The second derivation needs both mirrors to separate the z pair, the x pair and \(p_y\), but its zeros survive three-centre terms. The zero for \(p_y\) needs the mirror \(y\to-y\) alone. The sine and cosine laws need the two-centre approximation in either derivation. In an amorphous network the surroundings of a bridge generally break both mirrors. The zero for \(p_y\) then rests on the two-centre approximation and on hybrids that point at the oxygen.

## Levels, weights and limits

Let \(e_p\) be the oxygen p level, \(e_h\) the hybrid level, and \(D=(e_h-e_p)/2>0\). Direct coupling between \(h_1\) and \(h_2\) is neglected, as is the oxygen 2s orbital. The five orbitals separate into a z pair, an x pair and the single orbital \(p_y\). With \(g_z=c^2\) and \(g_x=s^2\), each pair obeys

\[
(e_p-E)(e_h-E)-2V^2g_a=0 .
\]

Measure energy from the midpoint by setting \(E=(e_p+e_h)/2+\epsilon\). The two factors become \(-D-\epsilon\) and \(D-\epsilon\), whose product is \(\epsilon^2-D^2\). Hence

\[
E_a^\pm=\frac{e_p+e_h}{2}\pm R_a,
\qquad R_a=\sqrt{D^2+2V^2g_a}. \tag{4}
\]

Relative to \(e_p\), the bonding level lies at \(D-R_a\). Its oxygen weight follows from differentiating the level with respect to \(e_p\) at fixed \(e_h\) and \(V\), because the expectation value of \(\partial H/\partial e_p\) is that weight. Since \(\partial D/\partial e_p=-1/2\),

\[
w_a=\frac12-\frac{D}{R_a}\left(-\frac12\right)
=\frac12\left(1+\frac{D}{R_a}\right).
\]

The identity \(c^2+s^2=1\) fixes the sum of the squared couplings at \(2V^2\). Bending the bridge at fixed bond length moves coupling strength between \(p_x\) and \(p_z\).

At \(\theta=90^\circ\) the strengths are equal, and \((p_z\pm p_x)/\sqrt2\) point at the two silicon atoms. At \(\theta=180^\circ\), \(p_z\) also decouples, which leaves two nonbonding p orbitals. Near the straight bridge, put \(\delta=\pi-\theta\) in radians, so that \(c=\sin(\delta/2)\approx\delta/2\). For \(2V^2c^2\ll D^2\), expansion of the square root gives

\[
E_z^- -e_p\approx-\frac{V^2c^2}{D}\approx-\frac{V^2\delta^2}{4D}.
\]

The second nonbonding level therefore moves down quadratically as the bridge bends.

## A bridge with silica-like parameters

Take rough, round parameters: bond length 0.161 nm, \(\theta=144^\circ\), oxygen levels −34 eV (s) and −17 eV (p), and silicon levels −15 eV (s) and −7.5 eV (p). The two-centre couplings are \(V_{ss}=-3.9\), \(V_{sp}=4.2\), \(V_{pp\sigma}=6.5\) and \(V_{pp\pi}=-1.9\) eV.

The silicon hybrid is one quarter s and three quarters p, so

\[
e_h=\frac{-15+3(-7.5)}4=-9.375\ \text{eV},\qquad D=3.81\ \text{eV}.
\]

With silicon along \(\mathbf d\), the hybrid is \(h=\tfrac12s-\tfrac{\sqrt3}{2}\,\mathbf d\cdot\mathbf p\), since it points back at oxygen. An oxygen p orbital along \(\mathbf d\) couples to the silicon s orbital by \(-V_{sp}\) and to the silicon p orbital along \(\mathbf d\) by \(V_{pp\sigma}\). Thus

\[
V=-\frac{V_{sp}}2-\frac{\sqrt3}{2}V_{pp\sigma}=-7.73\ \text{eV}.
\]

Here \(c=0.309\) and \(s=0.951\). Each hybrid couples to \(p_z\) by −2.39 eV and to \(p_x\) by ∓7.35 eV. The couplings to \(h_+\) and \(h_-\) have sizes 3.38 and 10.40 eV. Equation (4) gives

\[
R_z=\sqrt{3.81^2+3.38^2}=5.09\ \text{eV},
\]
\[
R_x=\sqrt{3.81^2+10.40^2}=11.07\ \text{eV}.
\]

The three lower levels are −24.26 eV (x bonding), −18.28 eV (z bonding) and −17.00 eV (\(p_y\)). The antibonding levels are −8.094 and −2.115 eV. The oxygen weights of the x and z bonding levels are 0.67 and 0.87, so the z level is already close to a lone pair.

The shifts from \(e_p\), with bond length and parameters held fixed, are:

| \(\theta\) | x bonding (eV) | z bonding (eV) |
|---|---:|---:|
| 90° | −4.81 | −4.81 |
| 120° | −6.39 | −2.85 |
| 144° | −7.26 | −1.28 |
| 160° | −7.61 | −0.45 |
| 180° | −7.76 | 0.00 |

Since \(d(c^2)/d\theta=-\tfrac12\sin\theta\), the slope of the z level is

\[
\frac{dE_z^-}{d\theta}=-\frac{1}{2R_z}\,2V^2\frac{d(c^2)}{d\theta}
=\frac{V^2\sin\theta}{2R_z},
\]

or 0.060 eV per degree at 144°. In this five-orbital model a spread of bridge angles thus broadens the level even when every bond has the same length. The size of the slope depends on the orbitals left out, as the last section shows.

The model does not explain why the angle is wide. Four oxygen p electrons and one electron from each hybrid fill the three lower levels twice. The angular part of their energy is \(-2(R_x+R_z)\). Each \(R_a\) is a concave function of \(g_a\), and \(g_x+g_z=1\), so the sum is largest, and the energy lowest, at 90°. The energy at 144° is 2.1 eV higher. Adding oxygen 2s to the matrix and scanning the angle numerically moves the minimum to 98° and reduces the cost of 144° to 1.2 eV. The wide angle must therefore come largely from terms absent here. Repulsion between the silicon atoms is one candidate, which this model cannot test.

## What becomes of the nonbonding orbital

The \(p_y\) orbital has pi coupling to the p orbitals along y on both silicon atoms. The total strength is \(\sqrt2|V_{pp\pi}|=2.69\) eV. If these silicon orbitals had no other partners, diagonalization would put the \(p_y\)-like level 0.71 eV below \(e_p\). In silica, however, they are engaged in bonds to other oxygen atoms.

Give each silicon a tetrahedral environment with three back oxygens, each carrying one p orbital at energy \(e_p\) directed along its bond. Neglect coupling between oxygen atoms. Look for a state at \(e_p\) that has no amplitude on silicon: a bridge p orbital with vector \(\mathbf a\), plus amplitudes \(b_j\) on the back oxygens. The net coupling to every silicon orbital must vanish.

For one silicon, let \(\mathbf n_j\) point from it to back oxygen \(j\), with the positive lobe of that p orbital along \(\mathbf n_j\). The conditions from silicon s and p are

\[
-V_{sp}\,\mathbf a\cdot\mathbf d+V_{sp}\sum_jb_j=0,
\]
\[
V_{pp\sigma}(\mathbf a\cdot\mathbf d)\mathbf d
+V_{pp\pi}\mathbf a_\perp+V_{pp\sigma}\sum_jb_j\mathbf n_j=0 .
\]

Tetrahedral geometry gives \(\mathbf n_j=\mathbf d/3+\mathbf m_j\), where the \(\mathbf m_j\) are perpendicular to \(\mathbf d\), have squared length 8/9 and lie 120° apart. The first condition gives \(\sum_jb_j=\mathbf a\cdot\mathbf d\). The part of the second along \(\mathbf d\) then reads \(\tfrac43\,\mathbf a\cdot\mathbf d=0\). This must hold at both silicon atoms, so for a bent bridge \(\mathbf a\) lies along y.

Set \(\mathbf a=\hat{\mathbf y}\) and \(\rho=V_{pp\pi}/V_{pp\sigma}\). It remains to satisfy

\[
\sum_jb_j=0,\qquad \sum_jb_j\mathbf m_j=-\rho\,\hat{\mathbf y}.
\]

For three such vectors, \(\sum_j\mathbf m_j(\mathbf m_j\cdot\hat{\mathbf y})=\tfrac32\cdot\tfrac89\,\hat{\mathbf y}=\tfrac43\hat{\mathbf y}\). The solution is \(b_j=-\tfrac34\rho\,\mathbf m_j\cdot\hat{\mathbf y}\), and

\[
\sum_jb_j^2=\frac9{16}\rho^2\cdot\frac43=\frac34\rho^2 .
\]

Two silicon atoms contribute twice this amount. After normalization, the weight on \(p_y\) is

\[
w_y=\frac1{1+\tfrac32\rho^2}=0.89 .
\]

In this cluster a nonbonding state therefore survives exactly at \(e_p\), for any rotation of the back bonds about the bridge bonds. About 11% of it has moved to the back oxygens.

## Overlap and the third atom

The argument behind equation (2) uses only axial symmetry, so the overlap obeys the same law: \(\langle p_a|h_i\rangle=S\,\mathbf a\cdot\mathbf d_i\). If \(K\) is the Hamiltonian coupling along the bond between nonorthogonal orbitals, the off-diagonal element of \(H-ES\) is \((K-ES)\,\mathbf a\cdot\mathbf d_i\). At each energy the angular factors persist.

Orthogonalization changes this. Consider one pair with overlap \(\sigma\), diagonal elements \(H_{11},H_{22}\) and coupling \(H_{12}\). The inverse square root of the overlap matrix has equal diagonal elements \(u\) and equal off-diagonal elements \(v\). Its eigenvalues are \(u\pm v=(1\pm\sigma)^{-1/2}\), so \(u^2+v^2=1/(1-\sigma^2)\) and \(2uv=-\sigma/(1-\sigma^2)\). The transformed coupling is

\[
(u^2+v^2)H_{12}+uv(H_{11}+H_{22})
=\frac{H_{12}-\sigma(H_{11}+H_{22})/2}{1-\sigma^2}.
\]

Suppose that \(h_1\) and \(h_2\) neither overlap nor couple directly. The numerator is then still proportional to \(c\) or \(s\), but \(\sigma^2\) is \(2S^2c^2\) for the z pair and \(2S^2s^2\) for the x pair. The ratio of the x to the z coupling becomes

\[
\tan(\theta/2)\,\frac{1-2S^2c^2}{1-2S^2s^2}.
\]

As an illustration, take Gaussian orbitals with exponents 0.65 (oxygen) and 0.15 (silicon) in atomic units. Numerical integration gives \(S=0.29\). With the overlap and the direct coupling of \(h_1\) and \(h_2\) set to zero, the ratio rises from 3.08 to 3.58. These broad silicon hybrids in fact overlap each other by about 0.40, so 3.58 illustrates the formula and is not the full result for these orbitals.

The same orbitals can gauge the third atom. With potential wells \(-9e^{-r^2}\) on oxygen and \(-2.5e^{-r^2/4}\) on each silicon, in atomic units, the well of the other silicon weakens the \(p_x\) coupling of a hybrid by 13% and strengthens the \(p_z\) coupling by 32%. Relative to the full bond coupling \(K\), these changes are similar: \(0.126\times0.951=0.12\) and \(0.319\times0.309=0.10\). The percentage is larger for \(p_z\) mainly because its two-centre coupling is small. These figures belong to the chosen orbitals and wells.

## The model beside amorphous silica

The bond length and central angle are roughly typical of amorphous silica, whose bridge angles extend from about 120° towards 180°. Its upper valence states are largely oxygen lone-pair states, as the model suggests, but they form a band. The bridges in silica are not isolated, as the model assumes. Scaling \(V_{pp\sigma}\) as the inverse square of distance to the O–O separation of 0.263 nm gives a crude coupling of 2.4 eV for p orbitals that point at each other. Lone-pair orbitals on neighbouring bridges generally do not, and they couple more weakly, but each oxygen has six such neighbours. With \(V_{pp\pi}\) scaled in the same way and the α-quartz geometry, the individual couplings are 0.3 to 1.1 eV, and together they spread the \(p_y\) level into a band about 5.5 eV wide. This crude width exceeds the 1.3 eV between the z and y levels, so the model's levels should not be read as band edges.

Other omissions matter too. The coupling of \(p_z\) to the remaining silicon orbitals totals 2.6 eV, against 3.4 eV to \(h_+\). Oxygen 2s raises the z bonding level from −18.28 to −17.92 eV. Two hybrids on one silicon couple by \((-15+7.5)/4=-1.9\) eV. A hybrid tilted 5° out of the plane couples to \(p_y\) with strength \(\tfrac{\sqrt3}{2}|V_{pp\pi}|\sin5^\circ=0.14\) eV; the sign depends on the direction of the tilt. The thermal energy at 125 °C, 0.034 eV, is smaller than each of these. The angular law is thus a sound guide to which orbitals bond strongly at a wide bridge, while the position of the z level is uncertain on the scale of its own shift. In the cluster with oxygen 2s, all silicon orbitals and the back oxygens, the z-like level lies 0.8 eV below \(e_p\) at 144° and moves by about 0.04 eV per degree. In the molecule disiloxane, at the Hartree–Fock level with the 6-31G* basis, the z-like and y-like levels lie within 0.1 eV of each other at 144°, and the z-like level moves by less than 0.01 eV per degree between 130° and 160°.

Numerical values quoted here were computed with a short program.
